# When donor antisites leave the holes of a p-type spinel free

Suppose that a spinel oxide film contains three donor-type antisites for every acceptor-type antisite. If each donor is taken to give up one electron, the acceptors are fully compensated and no p-type conduction should remain. An obvious repair is to compare levels: if the donor level lies below the acceptor level, the donors keep their electrons and the holes survive. This is correct for the ground state of defects that exert no forces on each other, but it is not enough for free holes at working temperature. In the example below, which neglects forces between defects, donors that satisfy this rule and are 93 % neutral still remove 91 % of the free holes. The condition that protects the holes compares the donor level with the valence edge, and it becomes stricter as the donors become more abundant.

## Two antisites and two different reactions

In a normal spinel $M_2BO_4$ with trivalent $M$ and divalent $B$, the $B$ ions occupy tetrahedral sites and the $M$ ions octahedral ones. An $M$ ion on a tetrahedral site is a donor $D$, and a $B$ ion on an octahedral site is an acceptor $A$. In ZnCo$_2$O$_4$ the donor is cobalt on a zinc site. As Co$^{3+}$ it carries one positive charge more than the Zn$^{2+}$ it replaces, so it is $D^+$. As Co$^{2+}$ it matches the zinc charge, so it is $D^0$. A neutral donor is thus an antisite whose ion has taken the valence of its site.

Let $E_D$ be the donor level $(+/0)$ and $E_A$ the acceptor level $(0/-)$, both measured upward from the valence edge. These are differences of total energy between charge states. Two reactions matter:

$$D^0+A^0\to D^++A^-,\qquad \Delta E=E_A-E_D,$$
$$D^0+h\to D^+,\qquad \Delta E=-E_D .$$

The first moves an electron from donor to acceptor, and it costs energy if $E_D<E_A$. The second is the capture of a free hole, and it releases energy whenever $E_D>0$. The acceptor level does not appear in it. A donor level between the valence edge and the acceptor level therefore passes the first test and fails the second.

## The solvable model

The antisite densities $N_D$ and $N_A$ are taken as frozen in and randomly distributed. Each antisite has one level, the defects do not interact, electrons in the conduction band are negligible, and the free holes are dilute in a parabolic band of mass $m$. With $E_F$ the Fermi level, the free-hole density is

$$p=\int_0^\infty \frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\!\!\sqrt{\varepsilon}\;e^{-(\varepsilon+E_F)/kT}\,d\varepsilon ,$$

where $\varepsilon$ is the depth below the valence edge. Since $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\tfrac12\sqrt\pi\,(kT)^{3/2}$,

$$p=N_v e^{-E_F/kT},\qquad N_v=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

A neutral donor holds one electron more than a charged one. Let $g_D$ be the degeneracy of the neutral state divided by that of the charged state, and $g_A$ the same ratio for the acceptor. The statistical weights then give

$$\frac{N_D^+}{N_D^0}=\frac{1}{g_D}e^{(E_D-E_F)/kT},\qquad \frac{N_A^0}{N_A^-}=g_A e^{(E_A-E_F)/kT}.$$

Inserting $e^{-E_F/kT}=p/N_v$ turns these ratios into $p/p_D$ and $p/p_A$, with

$$p_D=g_DN_ve^{-E_D/kT},\qquad p_A=\frac{N_v}{g_A}e^{-E_A/kT}.$$

Each constant is the free-hole density at which half of the antisites of that kind are charged. With $N_D^++N_D^0=N_D$ and $N_A^-+N_A^0=N_A$,

$$N_D^+=\frac{N_D\,p}{p+p_D},\qquad N_A^-=\frac{N_A\,p_A}{p+p_A}.$$

Charge neutrality is $p+N_D^+=N_A^-$. Replacing $N_A^-$ by $N_A-N_A^0$ gives a ledger of holes,

$$p+N_D^++N_A^0=N_A .$$

The acceptors supply $N_A$ holes, which are shared among the band, the donors and the acceptors themselves. Neutrality in terms of $p$ reads

$$p\,r=\frac{N_Ap_A}{p+p_A},\qquad r=1+\frac{N_D}{p+p_D}. \tag{1}$$

The left side, $p+N_Dp/(p+p_D)$, rises with $p$, because the derivative of its second term is $N_Dp_D/(p+p_D)^2>0$. The right side falls. At $p=0$ the left side is the smaller, and at $p=N_A$ it is the larger, so there is one solution.

## How many holes the donors can take

Let $p_0$ be the free-hole density with the same acceptors and no donors, and define $F(q)=q(q+p_A)$, which increases with $q$. Equation (1) without donors is $F(p_0)=N_Ap_A$, and with donors it is $F(p)=F(p_0)/r$. Because $r\ge1$,

$$F\!\left(\frac{p_0}{r}\right)=\frac{p_0}{r}\left(\frac{p_0}{r}+p_A\right)\le\frac{p_0(p_0+p_A)}{r}=F(p),$$
$$F\!\left(\frac{p_0}{\sqrt r}\right)=\frac{p_0^2}{r}+\frac{p_0p_A}{\sqrt r}\ge\frac{p_0^2+p_0p_A}{r}=F(p).$$

Since $F$ is increasing, it follows that

$$\frac{p_0}{r}\le p\le\frac{p_0}{\sqrt r}. \tag{2}$$

The donors are harmless if and only if $r$ is close to 1. Since $r\le1+N_D/p_D$, it is sufficient that

$$N_D\ll p_D,\qquad\text{that is,}\qquad e^{-E_D/kT}\gg\frac{N_D}{g_DN_v}. \tag{3}$$

For abundant donors, $N_D\ge N_A$, this is also necessary. A value of $r$ near 1 requires $p+p_D\gg N_D$, and $p$ cannot provide this because $p\le N_A\le N_D$.

The acceptor level is absent from condition (3). The donor density is present: at fixed temperature and $N_v$, ten times more donors require a level lower by $kT\ln10$, which is 0.06 eV at 300 K.

## Three positions of the donor level

Let $N_D>N_A$, and let the temperature be low enough that the levels are separated by several $kT$.

**Donor level well below the valence edge.** Here $p_D\gg N_D$, so $r\approx1$. With weakly ionized acceptors, $p\gg p_A$, equation (1) becomes $p=N_Ap_A/p$, or

$$p=\sqrt{N_Ap_A}.$$

At fixed $N_v$ the activation energy is $E_A/2$.

**Donor level between the valence edge and the acceptor level.** Now $p_A\ll p\ll p_D\ll N_D$, so $r\approx N_D/p_D$. Equation (1) becomes $pN_D/p_D=N_Ap_A/p$, or

$$p=\sqrt{\frac{N_Ap_Ap_D}{N_D}} .$$

The product $p_Ap_D$ contains $e^{-(E_A+E_D)/kT}$, and its square root gives the activation energy $(E_A+E_D)/2$. The donors are almost all neutral, yet they change both the size of $p$ and its dependence on temperature.

**Donor level above the acceptor level.** Almost every acceptor is now charged, so the right side of (1) is $N_A$, and $p$ itself is negligible beside $N_D^+$. Then $N_Dp/(p+p_D)=N_A$, so $p(N_D-N_A)=N_Ap_D$ and

$$p=\frac{N_A}{N_D-N_A}\,p_D ,$$

with activation energy $E_D$. This is ordinary compensation.

## Numbers for a cobalt spinel film

The parameters are rough, round values in the regime of p-type ZnCo$_2$O$_4$ films: $T=300$ K, $m=3$ electron masses, $E_A=0.20$ eV, $N_A=10^{20}$ cm$^{-3}$, $N_D=3\times10^{20}$ cm$^{-3}$, $g_A=g_D=1$, and a mobility of 1 cm$^2$/Vs. They give $kT=0.02585$ eV, $N_v=1.304\times10^{20}$ cm$^{-3}$ and $p_A=5.694\times10^{16}$ cm$^{-3}$. Without donors, the root of (1) is $p_0=2.358\times10^{18}$ cm$^{-3}$. Three donor levels are compared with everything else held fixed, and (1) is solved by numerical root finding:

| $E_D$ (eV) | $p$ (cm$^{-3}$) | holes on donors (cm$^{-3}$) | neutral donors | $ep\mu$ (S/cm) |
|---|---|---|---|---|
| −0.50 | $2.36\times10^{18}$ | $2.2\times10^{10}$ | 100 % | 0.38 |
| +0.10 | $2.08\times10^{17}$ | $2.13\times10^{19}$ | 93 % | 0.033 |
| +0.40 | $1.24\times10^{13}$ | $1.00\times10^{20}$ | 67 % | $2.0\times10^{-6}$ |

The middle row can be followed by hand. With $p_D=2.725\times10^{18}$ cm$^{-3}$,

$$r=1+\frac{3\times10^{20}}{2.080\times10^{17}+2.725\times10^{18}}=103 .$$

The left side of (1) is $2.080\times10^{17}\times103.3=2.15\times10^{19}$ cm$^{-3}$. The right side is $10^{20}\times5.694\times10^{16}/(2.649\times10^{17})$, which is the same.

Only 7 % of the donors are charged, but 7 % of an abundant species is $2.13\times10^{19}$ cm$^{-3}$, nine times the whole supply $p_0$ of free holes. The ledger shows where these holes came from. The acceptors hold $9.76\times10^{19}$ cm$^{-3}$ in the first row and $7.85\times10^{19}$ in the second, a loss of $1.91\times10^{19}$. The band loses $0.215\times10^{19}$. Most of the holes on donors therefore came from acceptors. That transfer costs 0.10 eV, but it can start from any neutral acceptor and end on any neutral donor, and the large number of arrangements makes up for the cost for part of the holes. A majority of donors increases the transfer but is not required: with $N_D=N_A$, the acceptors would still lose $1.05\times10^{19}$ cm$^{-3}$.

At 100 K, the numerical derivative of $\ln p$ with respect to $-1/kT$, at fixed $N_v$, is 0.100, 0.150 and 0.400 eV for the three levels. These are the values $E_A/2$, $(E_A+E_D)/2$ and $E_D$ derived above.

## The highest harmless donor level

Let a fraction $\varphi=p/p_0$ of the free holes be required to survive. Equation (1) gives the permitted $r$, and the definition of $r$ then gives $p_D$:

$$r=\frac{N_Ap_A}{\varphi p_0(\varphi p_0+p_A)},\qquad p_D=\frac{N_D}{r-1}-\varphi p_0,\qquad E_D=kT\ln\frac{g_DN_v}{p_D}.$$

For $\varphi=0.90$, $\varphi p_0=2.122\times10^{18}$ cm$^{-3}$ and $r=1.231$. Hence $p_D=1.29\times10^{21}$ cm$^{-3}$ and

$$E_D=0.02585\ \text{eV}\times\ln\frac{1.304\times10^{20}}{1.29\times10^{21}}=-0.06\ \text{eV}.$$

For these densities and without forces between defects, the donor level must lie about 0.06 eV below the valence edge if no more than a tenth of the free holes is to be lost. Lying 0.10 eV below the acceptor level, as in the middle row, is far from sufficient.

## Where the order of the two levels does matter

An ionized acceptor repels electrons, so it raises the level of a donor beside it by

$$J=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r d}.$$

Start from the pair $A^-D^0$ and bring in a hole from the valence edge. Placing it on the acceptor releases $E_A$, and placing it on the donor releases $E_D+J$. The acceptor keeps its own hole level if

$$E_D+J<E_A .$$

Here the donor must lie below the acceptor level, with a margin $J$. Otherwise the pair acts as a single, deeper acceptor.

For a rough lattice constant $a=0.81$ nm, each octahedral site has six tetrahedral neighbours at $d=\sqrt{11}\,a/8=0.336$ nm. There are $8/a^3$ tetrahedral sites per volume, and donors fill 2.0 % of them, so $1-(1-0.020)^6=11$ % of the acceptors have a donor neighbour. With $\varepsilon_r=10$, $J=0.43$ eV. The donor at −0.50 eV is raised to −0.07 eV and remains harmless. Screening may be weaker at such a short distance. With $\varepsilon_r=5$, $J=0.86$ eV and the pair level is +0.36 eV, deeper than $E_A$. Solving neutrality with the four charge states of each pair, and one donor per paired acceptor, then lowers $p$ by 6 %. The size is understandable: each pair binds one hole, almost always on its donor, and no longer releases it, so $N_A$ falls to $0.886N_A$ in $p=\sqrt{N_Ap_A}$, and $\sqrt{0.886}=0.94$.

A donor level that satisfies (3) and also lies well below $E_A-J$, which is −0.23 eV for $\varepsilon_r=10$, is safe against both effects. The second requirement matters less when few acceptors have a donor neighbour, as here.

Coulomb forces also reach beyond the nearest neighbours, and they matter whenever many antisites are charged. In the middle row of the table, the transfer of a hole from acceptor to donor costs 0.10 eV, but for $\varepsilon_r=10$ the attraction between $D^+$ and $A^-$ exceeds this cost out to 1.4 nm. About 98 % of the acceptors have a donor within this distance. Take such forces between all antisites, placed at random on the spinel sites, and treat the free holes as a uniform background in a flat band at the mean potential. A thermal simulation of the charge states then lowers the neutral share of the donors from 93 % to roughly 70 %, and $p$ to roughly $5\times10^{16}$ cm$^{-3}$. In the last row, the same forces lower $p$ by more than a factor of ten. Counted from a flat valence edge, the loss in both of these rows is therefore larger than the table shows. The edge is not flat, however: the same charges make the potential between the antisites vary by about 0.07 eV, some $3kT$, so further holes gather in its valleys, and how many of them conduct is outside this model. Likewise, a donor level at −0.06 eV then costs about a quarter of the free holes instead of a tenth, measured against the density without donors, which the same forces raise from $2.4\times10^{18}$ to roughly $4\times10^{18}$ cm$^{-3}$.

## The model beside real films

Conducting ZnCo$_2$O$_4$ films reach conductivities of very roughly 1 to 10 S/cm, above the 0.4 S/cm of the harmless case here. The value $E_D=-0.50$ eV was chosen to show the mechanism and was not computed for this material. The assumption most open to doubt is the wide band, since holes in cobalt spinels may be small polarons that hop between octahedral sites. Replacing $N_v$ by the density of those sites, $16/a^3=3.0\times10^{22}$ cm$^{-3}$, and keeping $E_A$ fixed relative to the polaron level, raises $p_0$ to $3.0\times10^{19}$ cm$^{-3}$. The highest harmless donor level moves from −0.06 to +0.08 eV, now measured from the polaron level. The conductivity need not rise in proportion, because a hopping mobility can be well below the 1 cm$^2$/Vs used here.

The following corrections are smaller:

- Full Fermi statistics change $p$ by at most 0.3 % in the three cases.
- With a rough gap of 2 eV and equal band densities of states, electrons stay below $10^{-6}$ cm$^{-3}$.
- Tetrahedral Co$^{2+}$ has 4 low-lying states and Co$^{3+}$ has 10, so $g_D=0.4$. At a given required $p_D$ this lowers the permitted level by 0.024 eV. Doubling the hole mass raises it by 0.027 eV.
- In the harmless case, the potential of an ionized acceptor at the mean spacing of such acceptors is about 0.02 eV for $\varepsilon_r=10$, comparable with $kT$. Level positions are not meaningful more finely than this, and when many donors are charged the root-mean-square spread of the levels grows to about 0.07 eV among the neutral donors and to about 0.13 eV among all donors.
- The decay length of a hole on an acceptor, $\hbar/\sqrt{2mE_A}=0.25$ nm, times $N_A^{1/3}$ is 0.12. This is below the value of about 0.25 at which Mott's criterion places a metallic impurity band. Hopping between acceptors is still possible and is left out of the conductivities above.

At 400 K, with the same densities, the three values of $p$ are $7.5\times10^{18}$, $1.3\times10^{18}$ and $9.1\times10^{14}$ cm$^{-3}$. Heating releases trapped holes, but the donor at +0.10 eV still leaves only 17 % of the holes found with the donor at −0.50 eV.

A spinel oxide can thus keep its free holes despite a majority of donor antisites when the tetrahedral ion holds its extra electron so firmly that condition (3) is met with a margin for the forces between defects.
